# The relative energy shift of XANES spectra from two inequivalent atoms: verification in Python

```python
# Result under test: the absorption onset of site i is w_i = E_i* - E_0 (total energies).
# It equals the integral over x of g_i(x) = eps_LUMO(x) - eps_core,i(x), where x is the
# fraction of an electron moved core i -> LUMO (Janak); g_i(0), g_i(1) and Fermi-level
# alignments give wrong shifts S = w_A - w_B.
# Model (eV): H = sum_i e_i nc_i + sum_spin[-d/2 nA + d/2 nB - t hop] - U sum_i (1-nc_i) nv_i
#   + V (N - 4); e_i core levels, s = e_B - e_A, d site asymmetry, t hopping, U core-hole
#   attraction, V potential zero; r_i(x) half splitting of valence levels, sg = +1 (A), -1 (B).
# Real check: CO, unrestricted Slater-VWN5 LDA, uncontracted cc-pVDZ, 1s -> pi* (spin up).
import numpy as np
import sympy as sp
from math import factorial
from functools import reduce
from scipy.integrate import quad
from scipy.constants import physical_constants
from pyscf import gto, dft, scf
HA = physical_constants['Hartree energy in eV'][0]
e = (-290.5, -290.0); d = 2.0; t = 2.0; U0 = 5.0; sg = (1, -1); nm = 'AB'
s = e[1] - e[0]

# ---- Fock space: modes coreA, coreB, A up, B up, A down, B down ----
low = np.array([[0., 1.], [0., 0.]]); Z = np.diag([1., -1.]); I2 = np.eye(2)
c = [reduce(np.kron, [Z]*k + [low] + [I2]*(5-k)) for k in range(6)]
n = [a.T @ a for a in c]; occ = np.array([np.diag(m) for m in n]); I64 = np.eye(64)
def hamiltonian(U, V=0.0):
    H = e[0]*n[0] + e[1]*n[1] + V*(sum(n) - 4*I64)
    for a, b in ((2, 3), (4, 5)):
        H = H - d/2*n[a] + d/2*n[b] - t*(c[a].T @ c[b] + c[b].T @ c[a])
    for i in (0, 1):
        H = H - U*(I64 - n[i]) @ (n[2+i] + n[4+i])
    return H
def lines(U, sites):
    k = np.where((occ.sum(0) == 4) & (occ[4] + occ[5] == 1))[0]
    E, W = np.linalg.eigh(hamiltonian(U)[np.ix_(k, k)])
    D = sum(c[2+i].T @ c[i] for i in sites)[np.ix_(k, k)]
    w = (W.T @ D @ W[:, 0])**2
    keep = w > 1e-12
    return E[keep] - E[0], w[keep], E[0]
def onset(i, U): return lines(U, [i])[0][0]
def ionized_energy(i, U, V):
    k = np.where((occ.sum(0) == 3) & (occ[4] + occ[5] == 1) & (occ[i] == 0) & (occ[1-i] == 1))[0]
    return np.linalg.eigvalsh(hamiltonian(U, V)[np.ix_(k, k)])[0]

# ---- mean-field runs by diagonalization: hole fraction x, LUMO filling y ----
def levels(i, x, U, V=0.0):
    h = np.array([[-d/2 + V, -t], [-t, d/2 + V]]); h[i, i] -= U*x
    return np.linalg.eigh(h)
def energy(i, x, U):
    ev = levels(i, x, U)[0]
    return (1-x)*e[i] + e[1-i] + 2*ev[0] + x*ev[1]
def population(i, x, y, U):
    u = levels(i, x, U)[1]
    return 2*u[i, 0]**2 + y*u[i, 1]**2
def gap(i, x, U, y=None):
    y = x if y is None else y
    return levels(i, x, U)[0][1] - (e[i] + U*population(i, x, y, U))

# ---- closed forms ----
def r(i, x, U): return np.sqrt((d + sg[i]*U*x)**2/4 + t*t)
def r1(i, x, U): return sg[i]*U*(d + sg[i]*U*x)/(4*r(i, x, U))
def r2(i, x, U): return U*U*t*t/(4*r(i, x, U)**3)
def r3(i, x, U): return -3*r1(i, x, U)*r2(i, x, U)/r(i, x, U)
def g_f(i, x, U): return -e[i] - U - U*x + r(i, x, U) - (2-x)*r1(i, x, U)
def g1_f(i, x, U): return -U + 2*r1(i, x, U) - (2-x)*r2(i, x, U)
def g2_f(i, x, U): return 3*r2(i, x, U) - (2-x)*r3(i, x, U)
r0 = r(0, 0, U0)

print(f"model inputs: e_A={e[0]} e_B={e[1]} s={s} d={d} t={t} U={U0} eV")
E0 = lines(U0, [0])[2]
print(f"r_0 = {r0:.4f} eV, E_0 = {E0:.4f} eV")
w = [onset(i, U0) for i in (0, 1)]
Vz = (0.7, -1.1)
for i in (0, 1):
    En, wt, _ = lines(U0, [i])
    assert len(En) == 2
    assert abs(w[i] - (-e[i] - 1.5*U0 - r(i, 1, U0) + 2*r0)) < 1e-10
    assert abs(En[1] - En[0] - 2*r(i, 1, U0)) < 1e-10
    u0 = levels(i, 0, U0)[1]; ev1, u1 = levels(i, 1, U0)
    assert abs(wt[0] - u0[i, 1]**2*(u1[:, 0] @ u0[:, 0])**2) < 1e-10
    assert abs(wt.sum() - (1 - sg[i]*d/(2*r0))/2) < 1e-10
    for x in (0.0, 0.3, 0.5, 1.0):
        h = 1e-4   # central difference, error O(h^2) plus round-off near 1e-9
        slope = (energy(i, x+h, U0) - energy(i, x-h, U0))/(2*h)
        assert abs(slope - gap(i, x, U0)) < 1e-6
        assert abs(gap(i, x, U0) - g_f(i, x, U0)) < 1e-10
    assert abs(quad(lambda x: gap(i, x, U0), 0, 1)[0] - w[i]) < 1e-8
    assert abs(gap(i, 1, U0) - w[i] - quad(lambda x: x*g1_f(i, x, U0), 0, 1)[0]) < 1e-8
    assert abs(gap(i, 0, U0) - w[i] + quad(lambda x: (1-x)*g1_f(i, x, U0), 0, 1)[0]) < 1e-8
    us = 0.2       # leading midpoint error, next term is O(U^4)
    assert abs((gap(i, .5, us) - onset(i, us))/(-g2_f(i, .5, us)/24) - 1) < 1e-2
    bind = ionized_energy(i, U0, 0.0) - E0
    bindV = ionized_energy(i, U0, Vz[i]) - E0
    assert abs(bindV + levels(i, 1, U0, Vz[i])[0][1] - w[i]) < 1e-10
    print(f"site {nm[i]}: r(1)={r(i,1,U0):.4f} eps-={ev1[0]:.4f} eps+={ev1[1]:.4f} eV; r'(1)={r1(i,1,U0):.4f} eV")
    print(f"site {nm[i]}: E*={E0+w[i]:.4f} onset={w[i]:.4f} shake-up={En[1]:.4f} eV; weights {wt[0]:.4f} {wt[1]:.4f}")
    for x in (0, .5, 1):
        N = population(i, x, x, U0)
        print(f"site {nm[i]} x={x}: N_i={N:.4f} eps_c={e[i]+U0*N:.4f} g={gap(i,x,U0):.4f} g-w={gap(i,x,U0)-w[i]:.4f} eV")
    print(f"site {nm[i]} ionized run: I={bind:.4f} I+eps+={bind+ev1[1]:.4f} gap={gap(i,1,U0,0):.4f} eV")
Eb, wb, _ = lines(U0, [0, 1])
Es = np.concatenate([lines(U0, [i])[0] for i in (0, 1)])
ws = np.concatenate([lines(U0, [i])[1] for i in (0, 1)]); o = np.argsort(Es)
assert np.allclose(Eb, Es[o], atol=1e-10) and np.allclose(wb, ws[o], atol=1e-10)

S = w[0] - w[1]; dr = r(0, 1, U0) - r(1, 1, U0)
assert abs(S - (s - dr)) < 1e-10
L = [levels(i, 1, U0)[0] for i in (0, 1)]
S_lumo = (L[0][1] - L[0].max()) - (L[1][1] - L[1].max())
S_mid = (L[0][1] - L[0].mean()) - (L[1][1] - L[1].mean())
S_homo = (L[0][1] - L[0][0]) - (L[1][1] - L[1][0])
S_raw = L[0][1] - L[1][1]
S_rawV = levels(0, 1, U0, Vz[0])[0][1] - levels(1, 1, U0, Vz[1])[0][1]
assert abs(S_mid - dr) < 1e-10 and abs(S_homo - 2*dr) < 1e-10 and abs(S_raw - dr) < 1e-10
assert abs(S_rawV - dr - Vz[0] + Vz[1]) < 1e-10
def Sg(x, U, y=None): return gap(0, x, U, y) - gap(1, x, U, y)
assert S < 0 and min(S_mid, S_homo, S_raw, Sg(1, U0), Sg(1, U0, 0)) > 0
assert abs(Sg(.5, U0) - S) < 0.2*min(abs(Sg(1, U0) - S), abs(Sg(0, U0) - S))
us = 0.01          # first-order law, next term is O(U^3)
Ss = onset(0, us) - onset(1, us); first = us*d/(2*r0)
assert abs((Sg(1, us) - Ss)/first - 1) < 1e-3 and abs((Sg(0, us) - Ss)/first + 1) < 1e-3
yv = sp.symbols('y')
f5 = 2*float(sp.diff(sp.sqrt(yv**2 + t*t), yv, 5).subs(yv, d/2))/(factorial(5)*32)
us = 0.1           # fifth-order law, next term is O(U^7)
ratio5 = (Sg(.5, us) - onset(0, us) + onset(1, us))/(9/16*f5*us**5)
assert abs(ratio5 - 1) < 1e-2
print(f"r_A - r_B = {dr:.4f} eV")
print(f"exact shift S = {S:.4f} eV = {S/HA:.6f} hartree")
print(f"S, Fermi level at LUMO / midgap / HOMO: {S_lumo:.4f} / {S_mid:.4f} / {S_homo:.4f} eV")
print(f"S, raw LUMO: {S_raw:.4f} eV; with V_A={Vz[0]}, V_B={Vz[1]} eV: {S_rawV:.4f} eV")
for x in (0, .5, 1):
    print(f"S from g({x}): {Sg(x,U0):.4f} eV, error {Sg(x,U0)-S:.4f} eV")
print(f"S from ionized-run gap: {Sg(1,U0,0):.4f} eV")
print(f"first-order error U d/(2 r_0) at U={U0} eV: {U0*d/(2*r0):.4f} eV")
print(f"f5 = {f5:.4e} eV^-4; midpoint error / fifth-order law at U={us} eV: {ratio5:.4f}")

# ---- CO, Kohn-Sham with fixed fractional occupations ----
scf.hf.MUTE_CHKFILE = True
R = 1.13
mol = gto.M(atom=f"C 0 0 0; O 0 0 {R}", verbose=0,
            basis={a: gto.uncontract(gto.basis.load('cc-pvdz', a)) for a in 'CO'})
mf = dft.UKS(mol); mf.xc = 'lda,vwn'; mf.grids.level = 2
mf.chkfile = None; mf.conv_tol = 1e-10; mf.max_cycle = 100
def run(core, x, y, dm0=None):
    def get_occ(mo_energy=None, mo_coeff=None):
        f = np.zeros((2, mol.nao)); f[:, :7] = 1.0
        f[0, core] = 1.0 - x; f[0, 7:9] = y/2
        return f
    mf.get_occ = get_occ
    E = mf.kernel(dm0=dm0)
    assert mf.converged
    ea = mf.mo_energy[0]*HA
    assert abs(ea[7] - ea[8]) < 1e-3
    return E*HA, ea.copy(), np.array(mf.make_rdm1())
Eg, eg, dmg = run(0, 0.0, 0.0)
print(f"CO: R={R} angstrom, {mol.nao} basis functions, E_0={Eg:.3f} eV, eps_pi*={eg[7]:.3f} eV")
res = {}
for atom, k in (('C', 1), ('O', 0)):
    h = 0.01       # difference error h^2 g''/6 is near 1e-3 eV
    Em, em, dmm = run(k, .5, .5, dmg)
    slope = (run(k, .5+h, .5+h, dmm)[0] - run(k, .5-h, .5-h, dmm)[0])/(2*h)
    Ex, ex, dmx = run(k, 1.0, 1.0, dmm)
    Ei, ei, _ = run(k, 1.0, 0.0, dmx)
    om = Ex - Eg; g0 = eg[7] - eg[k]; gm = em[7] - em[k]; g1 = ex[7] - ex[k]
    assert abs(slope - gm) < 1e-2
    assert om - g0 > 1 and abs(g1 - om) > 1 and abs(gm - om) < abs(g0 - om)/3
    assert om - (Ei - Eg + ei[7]) > 0.5
    res[atom] = np.array([om, g0, gm, g1, ex[7]])
    print(f"CO {atom}1s: w={om:.2f} eV = {om/HA:.4f} hartree; dE/dx(1/2)={slope:.3f} eV")
    print(f"CO {atom}1s: g(0)={g0:.2f} g(1/2)={gm:.3f} g(1)={g1:.2f} eV")
    print(f"CO {atom}1s: errors {g0-om:.2f} {gm-om:.2f} {g1-om:.2f} eV; eps_pi*(1)={ex[7]:.2f} eV")
    print(f"CO {atom}1s ionized: I={Ei-Eg:.2f} eps_pi*={ei[7]:.2f} sum={Ei-Eg+ei[7]:.2f} w-sum={om-Ei+Eg-ei[7]:.2f} eV")
sep = res['O'] - res['C']
assert abs(sep[1] - sep[0]) > 1
print(f"CO O-C separation: total energy {sep[0]:.2f}, g(0) {sep[1]:.2f}, g(1/2) {sep[2]:.2f}, g(1) {sep[3]:.2f} eV")
print(f"CO O-C difference of eps_pi*(1): {sep[4]:.2f} eV")
print("checks complete")
```

Printed output:

```
model inputs: e_A=-290.5 e_B=-290.0 s=0.5 d=2.0 t=2.0 U=5.0 eV
r_0 = 2.2361 eV, E_0 = -584.9721 eV
site A: r(1)=4.0311 eps-=-6.5311 eps+=1.5311 eV; r'(1)=2.1706 eV
site A: E*=-301.5311 onset=283.4410 shake-up=291.5033 eV; weights 0.2532 0.0232
site A x=0: N_i=1.4472 eps_c=-283.2639 g=285.5000 g-w=2.0590 eV
site A x=0.5: N_i=1.8106 eps_c=-281.4472 g=283.2076 g-w=-0.2334 eV
site A x=1: N_i=1.9341 eps_c=-280.8294 g=282.3605 g-w=-1.0805 eV
site A ionized run: I=281.9099 I+eps+=283.4410 gap=282.6899 eV
site B: r(1)=2.5000 eps-=-5.0000 eps+=0.0000 eV; r'(1)=1.5000 eV
site B: E*=-300.5000 onset=284.4721 shake-up=289.4721 eV; weights 0.5236 0.2000
site B x=0: N_i=0.5528 eps_c=-287.2361 g=289.4721 g-w=5.0000 eV
site B x=0.5: N_i=1.3430 eps_c=-283.2849 g=284.0504 g-w=-0.4217 eV
site B x=1: N_i=1.8000 eps_c=-281.0000 g=281.0000 g-w=-3.4721 eV
site B ionized run: I=284.4721 I+eps+=284.4721 gap=282.0000 eV
r_A - r_B = 1.5311 eV
exact shift S = -1.0311 eV = -0.037893 hartree
S, Fermi level at LUMO / midgap / HOMO: 0.0000 / 1.5311 / 3.0623 eV
S, raw LUMO: 1.5311 eV; with V_A=0.7, V_B=-1.1 eV: 3.3311 eV
S from g(0): -3.9721 eV, error -2.9410 eV
S from g(0.5): -0.8428 eV, error 0.1883 eV
S from g(1): 1.3605 eV, error 2.3916 eV
S from ionized-run gap: 0.6899 eV
first-order error U d/(2 r_0) at U=5.0 eV: 2.2361 eV
f5 = 1.7889e-04 eV^-4; midpoint error / fifth-order law at U=0.1 eV: 1.0000
CO: R=1.13 angstrom, 52 basis functions, E_0=-3059.596 eV, eps_pi*=-1.893 eV
CO C1s: w=283.17 eV = 10.4065 hartree; dE/dx(1/2)=284.522 eV
CO C1s: g(0)=267.59 g(1/2)=284.523 g(1)=291.76 eV
CO C1s: errors -15.59 1.35 8.59 eV; eps_pi*(1)=-4.23 eV
CO C1s ionized: I=292.92 eps_pi*=-15.41 sum=277.51 w-sum=5.67 eV
CO O1s: w=529.12 eV = 19.4448 hartree; dE/dx(1/2)=530.753 eV
CO O1s: g(0)=507.52 g(1/2)=530.754 g(1)=542.09 eV
CO O1s: errors -21.60 1.63 12.97 eV; eps_pi*(1)=-3.40 eV
CO O1s ionized: I=537.77 eps_pi*=-14.10 sum=523.68 w-sum=5.44 eV
CO O-C separation: total energy 245.94, g(0) 239.93, g(1/2) 246.23, g(1) 250.33 eV
CO O-C difference of eps_pi*(1): 0.83 eV
checks complete
```
